# The Mermin-Wagner Bound for the Heisenberg Model in Two Dimensions

## One spin in a field

Take a single spin 1/2 with $H=-hS^z$, where $h>0$ is an energy and spins are dimensionless. Its magnetization is
$$m=\langle S^z\rangle=\tfrac12\tanh(\beta h/2),\qquad \beta=1/(k_BT).$$
Since $\tanh x\le x$ for $x\ge0$, we have $m\le\beta h/4$.

The same bound follows without solving the model. Bogoliubov's inequality, proved below, states that for any operators $A,C$
$$|\langle[C,A]\rangle|^2\le\frac\beta2\,\langle\{A,A^\dagger\}\rangle\,\langle[[C,H],C^\dagger]\rangle. \tag{1}$$
Choose $C=S^+$ and $A=S^-$. The commutators $[S^+,S^-]=2S^z$ and $[S^z,S^\pm]=\pm S^\pm$ give $[C,A]=2S^z$, $[C,H]=hS^+$ and $[[C,H],C^\dagger]=2hS^z$. For spin 1/2, $\{S^-,S^+\}=1$. Thus (1) reads $4m^2\le(\beta/2)(2hm)$, or $m\le\beta h/4$.

The last factor in (1) measures the energy cost of rotating the spin. Only the field resists the rotation, so the cost vanishes with $h$ and takes $m$ with it. On a lattice, a rotation whose angle varies in space also costs exchange energy. In two dimensions, at $T>0$ and with short-ranged isotropic exchange, there are enough slow, cheap rotations to give the same conclusion for an infinite system, but with a logarithm in place of the linear law in the bound.

## Model and result

Atomic units are used in the algebra. The final formulas also accept eV and angstrom, provided all energies and all lengths are in the same units. Let spins of length $S$ occupy the $N$ sites $\mathbf R_j$ of a Bravais lattice with cell volume $v$ (an area in two dimensions), and let
$$H=-\frac12\sum_{i\ne j}J_{ij}\,\mathbf S_i\cdot\mathbf S_j-h\sum_j\eta_jS_j^z . \tag{2}$$
Each pair appears twice in the double sum, hence the factor 1/2. The exchange $J_{ij}=J(\mathbf R_i-\mathbf R_j)$ is real and even, and may have either sign. Boundaries are periodic, with $J$ summed over periodic images. The real numbers $\eta_j$ satisfy $|\eta_j|\le1$ and select the order being tested:
$$m=\frac1N\sum_j\eta_j\langle S_j^z\rangle,\qquad |m|\le S. \tag{3}$$
The choice $\eta_j=1$ tests ferromagnetism. The choice $\eta_j=\cos(\mathbf K\cdot\mathbf R_j)$ tests antiferromagnetic order or the $z$ component of a spiral.

The range condition on the exchange is
$$\boxed{\sum_{\mathbf R}|J(\mathbf R)|R^2<\infty.} \tag{4}$$
Define
$$M=\max_{|\mathbf e|=1}\sum_{\mathbf R}|J(\mathbf R)|(\mathbf e\cdot\mathbf R)^2,\qquad \rho=\tfrac12S(2S+1)M, \tag{5}$$
and let $k_0$ be the radius of a disc inside the Brillouin zone. For $T>0$, $h\neq0$ and $N\to\infty$ in two dimensions, with both side lengths of the cluster growing,
$$\boxed{m^2\le\frac{\pi\rho\beta S(S+1)}{v\,\ln\!\left[1+\rho k_0^2/(2S|h|)\right]}.} \tag{6}$$
For small $|h|$ the logarithm behaves as $|\ln h|$, with $h$ measured in any fixed energy unit. Therefore $|m|\le\text{const}/\sqrt{T|\ln h|}$, and $m\to0$ when $h\to0$ after $N\to\infty$.

## Proof of Bogoliubov's inequality

Let $|n\rangle$ be the eigenstates of $H$, with energies $E_n$ and normalized Boltzmann weights $w_n$. Define
$$(A,B)=\sum_{E_n\ne E_m}\langle n|A|m\rangle^*\langle n|B|m\rangle\,\frac{w_m-w_n}{E_n-E_m}. \tag{7}$$
The state with the lower energy has the larger weight, so the fraction is positive and (7) obeys the Cauchy-Schwarz inequality $|(A,B)|^2\le(A,A)(B,B)$. Moreover,
$$\frac{w_m-w_n}{E_n-E_m}=(w_m+w_n)\frac{\tanh[\beta(E_n-E_m)/2]}{E_n-E_m}\le\frac\beta2(w_m+w_n).$$
Inserting this in $(A,A)$, and adding the nonnegative terms with $E_n=E_m$, gives
$$(A,A)\le\frac\beta2\sum_{nm}|\langle n|A|m\rangle|^2(w_m+w_n)=\frac\beta2\langle\{A,A^\dagger\}\rangle. \tag{8}$$

Now set $B=[C^\dagger,H]$, so that $\langle n|B|m\rangle=(E_m-E_n)\langle n|C^\dagger|m\rangle$. The energy difference cancels the denominator with a minus sign:
$$(A,B)=-\sum_{nm}(w_m-w_n)\langle m|A^\dagger|n\rangle\langle n|C^\dagger|m\rangle=\langle[C^\dagger,A^\dagger]\rangle. \tag{9}$$
Terms with equal energies have equal weights and contribute zero, so the sum may include them. Since $[C^\dagger,A^\dagger]=-[C,A]^\dagger$, the modulus of (9) is $|\langle[C,A]\rangle|$. Putting $A=B$ in (9), with $B^\dagger=[H,C]$, gives
$$(B,B)=\langle[C^\dagger,[H,C]]\rangle=\langle[[C,H],C^\dagger]\rangle\ge0. \tag{10}$$
Cauchy-Schwarz with (8)–(10) is (1).

## Operators for the lattice

For each allowed wave vector $\mathbf k$ let $c_j=e^{-i\mathbf k\cdot\mathbf R_j}$ and choose
$$C=\sum_jc_jS_j^+,\qquad A=\sum_j\eta_jc_j^*S_j^- . \tag{11}$$
Operators on different sites commute and $|c_j|=1$, so
$$\langle[C,A]\rangle=\sum_j\eta_j\,2\langle S_j^z\rangle=2Nm. \tag{12}$$
The left side of (1) is then the same for every $\mathbf k$.

**Exchange part of the double commutator.** For one pair $i\ne j$, write
$$\mathbf S_i\cdot\mathbf S_j=S_i^zS_j^z+\tfrac12(S_i^+S_j^-+S_i^-S_j^+).$$
Then
$$[S_i^+,\mathbf S_i\cdot\mathbf S_j]=-S_i^+S_j^z+S_i^zS_j^+\equiv X.$$
Because $S_i^++S_j^+$ commutes with the scalar $\mathbf S_i\cdot\mathbf S_j$, the commutator with $S_j^+$ is $-X$. Hence $[C,\mathbf S_i\cdot\mathbf S_j]=(c_i-c_j)X$. The two terms of $X$ give
$$[S_i^zS_j^+,C^\dagger]=2c_j^*S_i^zS_j^z-c_i^*S_i^-S_j^+,$$
$$[S_i^+S_j^z,C^\dagger]=2c_i^*S_i^zS_j^z-c_j^*S_i^+S_j^-.$$
Subtract the second line from the first and multiply by $c_i-c_j$. With $\theta=\mathbf k\cdot(\mathbf R_i-\mathbf R_j)$ we have $c_ic_j^*=e^{-i\theta}$ and $|c_i-c_j|^2=2(1-\cos\theta)$, so
$$\begin{aligned}[][[C,\mathbf S_i\cdot\mathbf S_j],C^\dagger]=&-4(1-\cos\theta)S_i^zS_j^z\\&-(1-e^{i\theta})S_i^-S_j^+-(1-e^{-i\theta})S_i^+S_j^- .\end{aligned} \tag{13}$$

The thermal averages of $S_i^+S_j^-$ and $S_i^-S_j^+$ are equal. To see this, write
$$S_i^+S_j^-=S_i^xS_j^x+S_i^yS_j^y+i(S_i^yS_j^x-S_i^xS_j^y).$$
In the $S^z$ basis, $S^x$ and $S^z$ are real and $S^y$ is imaginary, so $H$ is real and $e^{-\beta H}$ is real and symmetric. The last bracket is Hermitian and imaginary, hence antisymmetric, and its trace with a symmetric matrix vanishes. Both averages therefore equal $\langle S_i^xS_j^x+S_i^yS_j^y\rangle$, and the average of (13) is
$$-2(1-\cos\theta)\langle\mathbf S_i\cdot\mathbf S_j+S_i^zS_j^z\rangle.$$

**Field part.** Since $[S_j^+,S_j^z]=-S_j^+$, the field term gives $[C,-h\sum_j\eta_jS_j^z]=h\sum_j\eta_jc_jS_j^+$. Its commutator with $C^\dagger$ is $2h\sum_j\eta_jS_j^z$, with average $2hNm$.

Multiplying the exchange average by $-J_{ij}/2$ and summing over ordered pairs gives
$$\begin{aligned}D(\mathbf k)&\equiv\langle[[C,H],C^\dagger]\rangle\\&=\sum_{i\ne j}J_{ij}(1-\cos\theta_{ij})\langle\mathbf S_i\cdot\mathbf S_j+S_i^zS_j^z\rangle+2hNm.\end{aligned} \tag{14}$$
At $\mathbf k=0$ the exchange part vanishes, because a uniform rotation leaves every scalar product unchanged.

## Bounding the cost of a slow rotation

The eigenvalues of $\mathbf S_i\cdot\mathbf S_j$ are $\tfrac12[j(j+1)-2S(S+1)]$ for total pair spin $j=0,\dots,2S$. They run from $-S(S+1)$ to $S^2$, so $|\langle\mathbf S_i\cdot\mathbf S_j\rangle|\le S(S+1)$. Also $|\langle S_i^zS_j^z\rangle|\le S^2$. The sum of the two bounds is $S(2S+1)$, and hence
$$D(\mathbf k)\le N\left[S(2S+1)\,\varepsilon(\mathbf k)+2|hm|\right],\quad \varepsilon(\mathbf k)=\sum_{\mathbf R}|J(\mathbf R)|(1-\cos\mathbf k\cdot\mathbf R). \tag{15}$$
Periodic images do not spoil this step: for allowed $\mathbf k$ all images of a bond have the same cosine, and the modulus of a sum of couplings is at most the sum of their moduli.

From $1-\cos x\le x^2/2$ and (5), $\varepsilon(\mathbf k)\le Mk^2/2$. Therefore
$$D(\mathbf k)\le N(\rho k^2+2|hm|). \tag{16}$$
This is where the range condition enters. Conditions $M<\infty$ and (4) are equivalent, since in $d$ dimensions $M\le\sum|J|R^2\le dM$. The absolute values make the result independent of the signs of the couplings, so frustration does not affect the proof.

## Summing over wave vectors

If $m=0$ there is nothing to prove. Otherwise insert (12) and (16) in (1) and divide by the positive bracket:
$$\frac{4Nm^2}{\rho k^2+2|hm|}\le\frac\beta2\langle\{A,A^\dagger\}\rangle. \tag{17}$$
Sum over the $N$ wave vectors of the Brillouin zone. On the right, $\sum_{\mathbf k}e^{i\mathbf k\cdot(\mathbf R_i-\mathbf R_j)}=N\delta_{ij}$ removes the cross terms:
$$\begin{aligned}\sum_{\mathbf k}\langle\{A,A^\dagger\}\rangle&=N\sum_j\eta_j^2\langle S_j^-S_j^++S_j^+S_j^-\rangle\\&=2N\sum_j\eta_j^2\langle(S_j^x)^2+(S_j^y)^2\rangle\le2N^2S(S+1).\end{aligned}$$
Dividing the summed inequality by $4N^2$ gives
$$m^2\,\frac1N\sum_{\mathbf k}\frac1{\rho k^2+2|hm|}\le\frac{\beta S(S+1)}4. \tag{18}$$
This holds for every finite $N$ and in any dimension. Physically, the transverse fluctuations of all modes together cannot exceed the fixed spin length, while a nonzero $m$ forces each soft mode to fluctuate strongly.

In two dimensions, replace $|m|$ by $S$ in the denominator. The denominator grows, the left side shrinks, and the inequality survives. With $b=2S|h|>0$ fixed, the summand is bounded and continuous, so the sum tends to an integral as $N\to\infty$ with both side lengths growing. The integrand is positive, and keeping only the disc $k<k_0$ lowers the result further:
$$\begin{aligned}\frac1N\sum_{\mathbf k}\frac1{\rho k^2+b}&\to\frac v{(2\pi)^2}\int_{\rm BZ}\frac{d^2k}{\rho k^2+b}\\&\ge\frac v{2\pi}\int_0^{k_0}\frac{k\,dk}{\rho k^2+b}=\frac v{4\pi\rho}\ln\!\left(1+\frac{\rho k_0^2}b\right).\end{aligned} \tag{19}$$
Substitution in (18) gives (6). If $m$ has no unique limit as $N\to\infty$, the bound applies to every limit point.

## The order of limits

At $h=0$ a finite cluster has $m=0$ by rotation symmetry, whatever its dimension. This says nothing about spontaneous order. Consider a ferromagnetic cluster so cold that only its ground multiplet, of total spin $NS$, is occupied. In a weak field the average of $(S^z_{\rm tot})^2$ over the multiplet is $NS(NS+1)/3$, and linear response gives
$$m\simeq\frac{\beta h\,S(NS+1)}3\qquad(\beta hNS\ll1). \tag{20}$$
For nine spins 1/2 with $k_BT=0.1J$ and $h=0.001J$ this is $0.0092$, in agreement with the diagonalized $3\times3$ cluster. As long as only the ground multiplet is occupied, the response grows with $N$, so the field needed to align the cluster shrinks with its size. At fixed $T$ this condition fails for large $N$, because the lowest excitation energy falls with size, and (20) then no longer applies. Spontaneous order means that $m$ survives when $N\to\infty$ is taken first, and (6) excludes this.

## Other dimensions

In one dimension, with spacing $a$, take $v=a$ and $k_0=\pi/a$. Here it pays to keep $m$ in the denominator of (18). Along a sequence of sizes for which $|m|$ tends to a nonzero limit, the sum again becomes an integral:
$$\frac a{2\pi}\int_{-k_0}^{k_0}\frac{dk}{\rho k^2+2|hm|}=\frac a{\pi\sqrt{2\rho|hm|}}\arctan\!\left(k_0\sqrt{\frac\rho{2|hm|}}\right).$$
Replacing $|m|$ by $S$ inside the arctangent lowers it. Equation (18) then gives
$$|m|^{3/2}\le\frac{\pi\beta S(S+1)\sqrt{2\rho|h|}}{4a\arctan[k_0\sqrt{\rho/(2S|h|)}]}. \tag{21}$$
As $h\to0$ the arctangent tends to $\pi/2$, so the bound on $|m|$ scales as $|h|^{1/3}T^{-2/3}$.

In three dimensions the measure $k^2dk$ cancels the $1/k^2$ of the integrand. The integral stays finite at $h=0$, and (18) does not force $m$ to vanish.

## Exchange of longer range

Condition (4) is sufficient but not necessary. If (15) is used without expanding the cosine, the proof works whenever $\int d^2k/\varepsilon(\mathbf k)$ diverges at small $k$. Let $|J|\propto R^{-\alpha}$ in two dimensions. The second moment contains $\int R\,dR\,R^{2-\alpha}$, which converges for $\alpha>4$.

- **$\alpha>4$:** $\varepsilon\propto k^2$, and each decade of $k$ contributes equally to $\int k\,dk/\varepsilon$ at small $k$. The bound (6) applies.
- **$\alpha=4$:** the angular average of $1-\cos\mathbf k\cdot\mathbf R$ is about $k^2R^2/4$ for $R\lesssim1/k$. With unit lattice constant and unit coupling, $\varepsilon\simeq k^2\int^{1/k}2\pi R\,dR\,R^{-4}R^2/4=(\pi/2)k^2\ln(1/k)$ to leading order. Then $\int dk/[k\ln(1/k)]$ still diverges, as $\ln\ln(1/k)$, so the proof still forces $m\to0$, with an upper limit that decays more slowly than (6).
- **$2<\alpha<4$:** scaling $\mathbf R$ by $1/k$ gives $\varepsilon\propto k^{\alpha-2}$. The integral $\int k^{3-\alpha}dk$ converges and the proof is silent. This silence does not by itself establish order.

Direct lattice sums along a crystal axis show the difference. Over the decades $0.1$–$1$, $0.01$–$0.1$ and $0.001$–$0.01$ of $k$, the contributions to $\int k\,dk/\varepsilon$ are 1.16, 1.03 and 1.02 for $\alpha=5$, but 0.157, 0.0145 and 0.0014 for $\alpha=3$. For $\alpha=4$ they fall slowly: 0.58, 0.30 and 0.20.

## Where the result stops

The proof as written uses the invariance of the exchange under rotations about both $x$ and $y$; this entered when $S_i^++S_j^+$ commuted with the pair interaction. One axis perpendicular to the tested direction $z$ is enough. An oblique axis $\mathbf n$ is not: the commutator of $S^n$ with a spin component has no part along $\mathbf n$, and easy-axis order along $\mathbf n$ projects onto $z$. If the exchange is invariant only about $x$ (for example an easy plane containing $z$), choose $C=\sum_jc_jS_j^x$ and $A=\sum_j\eta_jc_j^*S_j^y$. Then $\langle[C,A]\rangle=iNm$, and each pair contributes to the double commutator a bounded operator times $|c_i-c_j|^2=2(1-\cos\theta)$, so the logarithmic bound survives with different constants. Exchange with an easy axis along $z$ has no such rotation axis. Add the easy-axis term $-\frac12\sum_{i\ne j}\delta J_{ij}S_i^zS_j^z$ with constant $\delta>0$. At $\mathbf k=0$, where all $c_j=1$,
$$[C,S_i^zS_j^z]=-(S_i^+S_j^z+S_i^zS_j^+),$$
$$[[C,S_i^zS_j^z],C^\dagger]=-(4S_i^zS_j^z-S_i^+S_j^--S_i^-S_j^+).$$
The double commutator therefore keeps the contribution
$$\delta\sum_{i\ne j}J_{ij}\langle2S_i^zS_j^z-S_i^xS_j^x-S_i^yS_j^y\rangle. \tag{22}$$
For a $3\times3$ ferromagnetic cluster with $\delta=0.5$, $k_BT=0.5J$ and $h=0.001J$, this is $0.85J$ per site. When such a remainder survives as $h\to0$, the denominator in (18) no longer closes at small $k$, the logarithm is lost, and the argument cannot exclude order.

At $T=0$ the factor $\beta$ is infinite and (6) is empty, so ground-state order is not excluded. Nor does the theorem exclude every finite-temperature phase transition: it concerns the order parameter (3), and allows an infinite slope of $m(h)$ at $h=0$.

## Using the bound: a worked example

Take a model square lattice with $S=1/2$, nearest-neighbour $J=0.010$ eV, $a=4.0$ angstrom and $T=300$ K, so that $k_BT=0.02585$ eV. The four neighbours give, for any unit vector $\mathbf e$,
$$M=2Ja^2(e_x^2+e_y^2)=2(0.010)(4.0)^2=0.320\ \text{eV angstrom}^2.$$
Since $S(2S+1)=1$, $\rho=M/2=0.160$ eV angstrom$^2$. The largest disc in the zone has $k_0=\pi/a=0.785$ angstrom$^{-1}$, and $\rho k_0^2/(2S)=0.0987$ eV. The numerator of (6), divided by $v=a^2$, is
$$\frac{\pi(0.160)(0.75)}{(0.02585)(16)}=0.911.$$
Thus
$$|m|\le\sqrt{\frac{0.911}{\ln(1+0.0987\ \text{eV}/|h|)}}. \tag{23}$$

A sharper bound keeps the full $\varepsilon(\mathbf k)$ of (15), the whole zone and $m$ in the denominator. It is the positive root of
$$m^2\frac v{(2\pi)^2}\int_{\rm BZ}\frac{d^2k}{S(2S+1)\varepsilon(\mathbf k)+2|h|m}=\frac{\beta S(S+1)}4. \tag{24}$$
The left side increases with $m$, because $m^2/(p+qm)$ does for $p\ge0$, $q>0$. The root is therefore unique and can be found by bracketing. It lies below (6) whenever it does not exceed $S$; in this example it reaches $S$ at $h=0.0067$ eV and overtakes (23) above $0.036$ eV, where both bounds are trivial. For small fields, integrate in $\ln k$ so that the region $k\sim\sqrt{|h|m/\rho}$ is resolved.

| $h$ (eV) | bound (23) | bound (24) |
|---|---|---|
| $10^{-3}$ | 0.445 | 0.391 |
| $10^{-6}$ | 0.282 | 0.262 |
| $10^{-12}$ | 0.190 | 0.182 |
| $10^{-24}$ | 0.131 | 0.128 |

These are upper limits, not estimates of the magnetization. At $h=10^{-3}$ eV a diagonalized $3\times3$ cluster has $m=0.014$, far below either limit, and $3\times4$ and $4\times4$ clusters give the same two digits at this temperature, $k_BT\approx2.6J$.

Equation (23) improves on the trivial limit $|m|\le S$ only below $h=0.00265$ eV, which corresponds to 22.9 T for $g=2$. To force $|m|\le0.05$ with (23), the logarithm must reach $0.9114/0.05^2\approx365$, which requires $h\approx10^{-159}$ eV; the sharper bound (24) needs about $10^{-158}$ eV. The theorem settles the limit $h\to0$; it is a poor guide to the magnetization in a laboratory field.

Between $10^{-12}$ and $10^{-24}$ eV, the inverse square of the sharper bound rises with $\ln(1/h)$ at a mean slope of 1.111, against $1/0.9114=1.097$ from the asymptotic form of (23). The excess comes from $m$ in the denominator of (24), where the logarithm contains $\ln[1/(hm)]$. As $m$ falls from 0.182 to 0.128, $\ln(1/m)$ grows by 0.35 while $\ln(1/h)$ grows by 27.6. This raises the slope by 1.3%, which accounts for the difference.

The numerical check tests the operator identities on small clusters and the logarithmic decay of the upper bound (24), not of the magnetization itself.

## Values computed for the example and the checks

```
Bogoliubov, 200 random cases: largest left/right = 0.087
3x3 spin-1/2, modulated field: m = 0.0226
  double-commutator error / J = 4.2e-17
  summed inequality left/right = 0.0158
5-site spin-1 ring: m = 0.2515
  double-commutator error / J = 8.9e-16
  summed inequality left/right = 0.2061
Cold 3x3 ferromagnet (kT/J=0.1, h/J=0.001): m = 0.00917
  summed inequality left/right = 0.2716
Easy axis +50%: k=0 exchange remainder / (N J) = 0.8475
Zone average at b=0.01: full = 0.5662, disc = 0.5487
9-site ring, h/J=0.001: m = 0.00037, 1D bound = 0.0658
9-site ring, h/J=0.1: m = 0.03674, 1D bound = 0.3178
Decade parts of integral k dk/eps: 0.1-1, 0.01-0.1, 0.001-0.01
  alpha=3: 0.15695, 0.01445, 0.00143
  alpha=4: 0.58486, 0.29969, 0.20295
  alpha=4: rise of eps/k^2 on halving k = 1.0888
  alpha=5: 1.16161, 1.03205, 1.02080
Example: S = 0.5, J = 0.010 eV, a = 4.0 angstrom, T = 300 K
kT = 0.02585 eV
M = 0.320 eV angstrom^2, rho = 0.160 eV angstrom^2
k0 = 0.7854 1/angstrom, rho k0^2/(2S) = 0.09870 eV
Numerator of m^2 bound = 0.9114
h = 1e-03 eV: bound = 0.4450, sharper bound = 0.3909
h = 1e-06 eV: bound = 0.2815, sharper bound = 0.2615
h = 1e-12 eV: bound = 0.1897, sharper bound = 0.1820
h = 1e-24 eV: bound = 0.1312, sharper bound = 0.1282
Slope of 1/m^2 in ln(1/h): sharper = 1.1111, closed law = 1.0972
3x3 cluster at h = 1e-03 eV: m = 0.0141
Bound equals S at h = 0.00265 eV
  same field for g=2: 22.9 T
Bound equals 0.05 at log10(h/eV) = -159.3
```
